# Dipolar Forces and the Cube-Root Logarithm in Uniaxial Ferroelectrics, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one polarization wave to a marginal dimension

### The situation

A crystal that can polarize along one axis, $z$, is cooled towards a continuous ferroelectric transition. Its polarization becomes soft, and large regions fluctuate between up and down. If the cells interacted through short-range forces alone, these fluctuations would be strong in three dimensions and Landau's theory would fail near the transition. But a polarized region also carries an electric field, and a field costs energy. Which fluctuations does this energy remove, and what is left of the heat-capacity anomaly?

I treat the paraelectric side of the transition, in a rigid insulating crystal without quenched disorder and with classical statistics. The sample is short-circuited, so a uniform polarization feels no macroscopic field. Atomic units are used with Gaussian electrostatics, in which the displacement is $\mathbf E+4\pi\mathbf P$; the background permittivity is one.

### One wave

Begin with a single wave of polarization, $\mathbf P=\hat{\mathbf z}P_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}$. Without free charge,

$$\nabla\times\mathbf E=0,\qquad \nabla\cdot(\mathbf E+4\pi\mathbf P)=0 .$$

The first equation makes $\mathbf E_{\mathbf q}$ parallel to $\mathbf q$, so $\mathbf E_{\mathbf q}=s\,\mathbf q$ with some number $s$. The second gives $sq^2+4\pi q_zP_{\mathbf q}=0$. Hence

$$\mathbf E_{\mathbf q}=-4\pi\,\frac{\mathbf q\,q_z}{q^2}P_{\mathbf q}.$$

The interaction energy of a polarization with the field it produces is $-\tfrac12\mathbf P\cdot\mathbf E$, where the half avoids counting pairs twice. The energy of the wave is therefore

$$\frac12\,4\pi\frac{q_z^2}{q^2}|P_{\mathbf q}|^2 .$$

Two directions show what this means. If $\mathbf q$ is perpendicular to $z$, the polarization varies sideways, no bound charge appears, and the energy is zero. If $\mathbf q$ is along $z$, sheets of bound charge of alternating sign form and the energy coefficient is $4\pi$, however long the wave is. The second kind of wave is called longitudinal here. The word refers to the direction of $\mathbf q$ relative to the polarization. It does not mean a fluctuation in the size of an order parameter.

The same kernel must follow from point dipoles on a lattice. Two unit dipoles along $z$, separated by $\mathbf R$ at angle $\theta$ to $z$, have energy $(1-3\cos^2\theta)/R^3$. Away from the origin this equals $-\partial_z^2(1/R)$. At the origin the derivative also contains a point term: since $\nabla^2(1/R)=-4\pi\delta(\mathbf R)$ is shared equally by three axes,

$$-\partial_z^2\frac1R=\frac{1-3\cos^2\theta}{R^3}+\frac{4\pi}{3}\delta(\mathbf R).$$

The Fourier transform of $1/R$ is $4\pi/q^2$, and $-\partial_z^2$ becomes $q_z^2$. The dipole interaction thus transforms into

$$4\pi\left(\frac{q_z^2}{q^2}-\frac13\right).$$

The constant $-4\pi/3$ does not depend on $\mathbf q$ and is absorbed in the local stiffness of the polarization. A cubic lattice adds corrections analytic in $\mathbf q$, starting at second order, which change the gradient energy. For transverse waves they can lower it, and the total is assumed to remain positive below. They also make the gradient energy anisotropic through a term in $q_z^2$, but at small $q$ this term is negligible beside $4\pi q_z^2/q^2$, so an isotropic gradient energy is used below. A lattice of lower symmetry also changes the constant, which again only alters the local stiffness.

A direct sum over a simple cubic lattice of unit cell volume one shows the kernel. The sum runs over 201 sites in each direction with a Gaussian damping factor. Three damping strengths are combined to extrapolate to no damping, and wave numbers 0.4 and 0.6 to remove the $q^2$ correction. For $\mathbf q$ at 0, 45 and 90 degrees to $z$ it gives 8.380, 2.095 and $-4.190$; the formula gives 8.378, 2.094 and $-4.189$.

### Many waves

Now let all waves be present and let them interact. The free energy of a slowly varying polarization is

$$F=\int d^3x\left[\frac a2P^2+\frac\kappa2(\nabla P)^2+\frac b4P^4\right]+\frac12\sum_{\mathbf q}4\pi\frac{q_z^2}{q^2}|P_{\mathbf q}|^2,$$

with $\kappa>0$ and $b>0$. The coefficient $a$ falls on cooling. Dividing by $k_BT$ and setting $\phi=P\sqrt{\kappa/k_BT}$ gives

$$S=\frac12\sum_{\mathbf q}\left[r_0+q^2+g^2\frac{q_z^2}{q^2}\right]|\phi_{\mathbf q}|^2+\frac u{4!}\int d^3x\,\phi^4 .$$

To trace the factors, use $P^2/k_BT=\phi^2/\kappa$ in the quadratic terms. The gradient term then has coefficient one half, and

$$r_0=\frac a\kappa,\qquad g^2=\frac{4\pi}{\kappa}.$$

In the quartic term, $bP^4/(4k_BT)=bk_BT\phi^4/(4\kappa^2)$. Equating this to $u\phi^4/24$ gives $u=6bk_BT/\kappa^2$. In these units $r_0$ is an inverse length squared, while $g$ and $u$ are inverse lengths. The probability of a configuration is proportional to $e^{-S}$.

When $u=0$, each mode is an independent Gaussian variable with $\langle|\phi_{\mathbf q}|^2\rangle=G(\mathbf q)$ and

$$G(\mathbf q)=\frac1{r+q^2+g^2q_z^2/q^2}.$$

Here $r=r_0$. Once $u$ is present, $r$ will denote the true inverse susceptibility of $\phi$ for long waves perpendicular to $z$. The transition is at $r=0$.

Take $q\to0$ along the two directions. Perpendicular to $z$ the fluctuation tends to $1/r$, which diverges at the transition. Along $z$ it tends to $1/(r+g^2)$, which stays finite. Their ratio is

$$\frac{G_\parallel}{G_\perp}\to\frac r{r+g^2}.$$

For $g=1\ \text{bohr}^{-1}$ and $r=10^{-4}\ \text{bohr}^{-2}$ this is $1.0\times10^{-4}$. As $g\to0$ it returns to one, as it must when there is no electrostatic cost.

### How much of wave-vector space remains soft

Write $q_z=q\mu$, with $\mu$ the cosine of the angle to the polar axis. A wave remains soft as long as $g^2\mu^2$ does not exceed $r+q^2$, that is, for

$$|\mu|\lesssim\frac{\sqrt{r+q^2}}g .$$

The soft waves lie near the plane perpendicular to $z$, in a wedge that closes as the transition is approached. Let $p$ be the transverse part of $\mathbf q$. At $r=0$ the edge of the wedge is at $q_z\sim p^2/g$. For $p\ll g$ this is much smaller than $p$, so $q^2$ may be replaced by $p^2$ in the soft region, and

$$G\simeq\frac1{r+p^2+g^2q_z^2/p^2}.$$

The component $q_z$ thus counts as two powers of $p$. In $d$ dimensions, with one polar axis and the same kernel $q_z^2/q^2$, there are $d-1$ transverse components, and the soft volume scales as

$$p^{d-1}\,\frac{p^2}{g}=\frac{p^{d+1}}g .$$

This counting locates the dimension at which the interaction becomes marginal. A fluctuation of scale $p$ occupies a real-space volume $g/p^{d+1}$. Its quadratic term is of order one when $p^2\phi^2g/p^{d+1}\sim1$, or $\phi^2\sim p^{d-1}/g$. Its quartic term is then

$$u\phi^4\frac g{p^{d+1}}\sim\frac ug\,p^{2(d-1)-(d+1)}=\frac ug\,p^{d-3}.$$

For $d<3$ the interaction grows as $p\to0$, for $d>3$ it fades, and for $d=3$ it neither grows nor fades by power counting. With short-range forces the soft volume is $p^d$; the same estimate gives $up^{d-4}$ and the marginal dimension four.

### The loop integral

The counting can be made quantitative with the Gaussian heat capacity. Let $f$ be the free energy density divided by $k_BT$. A Gaussian mode contributes $\tfrac12\ln G^{-1}$ to it, apart from a constant. Define

$$C=-\frac{\partial^2f}{\partial r_0^2}.$$

The first derivative of $\tfrac12\ln(r_0+\dots)$ is $\tfrac12G$ and the second is $-\tfrac12G^2$, so without interaction

$$C=\frac12I,\qquad I=\int\frac{d^3q}{(2\pi)^3}G^2 .$$

First set $g=0$. The angular integral is $4\pi$, and $\int_0^\infty q^2dq/(r+q^2)^2=\pi/(4\sqrt r)$. Hence

$$I_{g=0}=\frac{4\pi}{8\pi^3}\frac\pi{4\sqrt r}=\frac1{8\pi\sqrt r}.$$

This diverges as a power.

Now restore $g$, with a cutoff $q<\Lambda\ll g$. The azimuth gives $2\pi$, and the two signs of $\mu$ give a factor two:

$$I=\frac1{2\pi^2}\int_0^\Lambda q^2dq\int_0^1\frac{d\mu}{(A+g^2\mu^2)^2},\qquad A=r+q^2 .$$

Extend the upper limit of $\mu$ to infinity. The added piece is at most $\int_1^\infty d\mu/(g^4\mu^4)=1/(3g^4)$, which remains bounded as $r\to0$ and so cannot affect a divergence. From $\int_0^\infty d\mu/(A+g^2\mu^2)=\pi/(2g\sqrt A)$, minus the derivative with respect to $A$ gives $\pi/(4gA^{3/2})$. Therefore

$$I\simeq K\int_0^\Lambda\frac{q^2dq}{(r+q^2)^{3/2}},\qquad K=\frac1{8\pi g}.$$

The integrand is the derivative of $\operatorname{arsinh}(q/\sqrt r)-q/\sqrt{r+q^2}$. For $r\ll\Lambda^2$ the first term at $q=\Lambda$ is $\ln(2\Lambda/\sqrt r)$ and the second is one, so

$$I\simeq K\left[\ln\frac\Lambda{\sqrt r}+\ln2-1\right].$$

The wedge has replaced the power by a logarithm. The power $r^{-1/2}$ is multiplied by the share of directions that stay soft at $q\sim\sqrt r$, which is of order $\sqrt r/g$.

With $g=1$ and $\Lambda=0.1\ \text{bohr}^{-1}$, $K=0.0398$ bohr. At $r=10^{-6}\ \text{bohr}^{-2}$ the bracket is $4.605+0.693-1=4.298$, so $I=0.171$ bohr. Numerical quadrature of the full propagator gives the same 0.171 bohr, while $g=0$ and the same cutoff give 39.3 bohr. Between $r=10^{-6}$ and $10^{-8}\ \text{bohr}^{-2}$ the dipolar integral rises by 0.0398 bohr per unit of $\ln(1/\sqrt r)$.

In $d$ dimensions the factor $q^2dq$ becomes $q^{d-1}dq$, and the angular weight is constant near $\mu=0$, where the soft waves lie. Substituting $q=\sqrt r\,x$ gives

$$\int\frac{q^{d-1}dq}{(r+q^2)^{3/2}}\sim r^{(d-3)/2}\qquad(2\le d<3).$$

For $d>3$ the integral is finite at $r=0$. Quadrature over the same range of $r$ gives an effective power $r^{-0.502}$ in $d=2$. In $d=4$ the integral changes by 1.8 percent. These agree with the power counting on both sides of the marginal dimension.

### Interaction factors from one variable

In three dimensions the interaction cannot be dropped, since each loop brings a logarithm. Its counting factors can be found from one variable with weight $\exp(-\phi^2/2-u\phi^4/24)$. The Gaussian averages of $\phi^2,\phi^4,\phi^6,\dots$ are $1,3,15,105,945,10395$. Expanding the weight to second order in $u$ and dividing by the normalization $1-u/8+35u^2/384$ gives

$$m_2=\langle\phi^2\rangle=1-\frac u2+\frac{2u^2}3,\qquad m_4=\langle\phi^4\rangle=3-4u+\frac{33u^2}4 .$$

The connected fourth moment is $m_4-3m_2^2=-u+\tfrac72u^2$. Dividing by $m_2^4=1-2u+\dots$ removes the four outer lines, and a change of sign gives the effective vertex:

$$\Gamma=\left(u-\frac72u^2\right)(1+2u)=u-\frac32u^2+O(u^3).$$

The factor $\tfrac32$ is three ways of pairing the outer legs, each with weight one half.

The second factor concerns the response of the effective mass $1/m_2$ to the bare one. A change of $r_0$ inserts $-\phi^2/2$, so $\partial m_2/\partial r_0=-\tfrac12(m_4-m_2^2)$ and

$$\frac{\partial(1/m_2)}{\partial r_0}=\frac{m_4-m_2^2}{2m_2^2}=\frac{2-3u}{2(1-u)}=1-\frac u2+O(u^2).$$

In the field theory the two lines of the loop carry $G^2$, summed over wave vectors. With vanishing outer wave vectors the results become

$$\Gamma=u-\frac32u^2I,\qquad \frac{\partial r}{\partial r_0}=1-\frac u2I .$$

The heat capacity of one variable is $\tfrac14(m_4-m_2^2)=\tfrac12m_2^2(1-u/2)$, so in the field theory

$$C=\frac12I-\frac u4I^2+\dots$$

The correction is small if $uI\ll1$. Since $I$ grows without bound as $r\to0$, any fixed $u$ eventually violates this condition, though only logarithmically slowly. The repeated logarithms have to be summed.

## Second half: summing the logarithms

### What is carried over

The field $\phi$ is the scaled polarization, $r_0$ its bare mass, and $r$ its inverse susceptibility for long transverse waves. The quartic coupling is $u$, the dipolar wave number is $g$, and $\Lambda\ll g$ is the cutoff. A soft wave with transverse wave number $p$ has

$$G=\frac1{r+p^2+g^2q_z^2/p^2}.$$

The loop integral $I=\int G^2$ grows as $K\ln(\Lambda/\sqrt r)$ in three dimensions, with $K=1/(8\pi g)$. One loop changes the vertex from $u$ to $u-\tfrac32u^2I$ and the mass response from one to $1-\tfrac12uI$. The quantity sought is $C=-\partial^2f/\partial r_0^2$, where $f$ is the free energy density over $k_BT$; without interaction it is $I/2$.

Dipolar forces leave only waves nearly perpendicular to the polar axis soft, which makes three dimensions marginal and turns the power-law divergence of the Gaussian heat capacity into a logarithm. It remains to sum the repeated logarithms that the interaction produces and so find the heat capacity close to the transition.

Numbers in the example were calculated in double precision.
